**Thermal electrons against thermal photons in the QED effective Lagrangian**

The program tests the order-\(B^2\) thermal Lagrangian of QED in a constant magnetic field \(B\), at temperature \(T\), electron mass \(m\) and zero chemical potential. The one-loop part is \(\mathcal L_1=(2\alpha/3\pi)B^2\sum_{j\ge1}(-1)^{j+1}K_0(jm/T)\), and the thermal-photon two-loop part is \(\mathcal L_2=(22\pi^2\alpha^2/2025)(T/m)^4B^2\), with \(\alpha\) the fine-structure constant and \(\hbar=c=k_B=1\). It asserts that a finite-difference Landau spectrum reproduces the planar heat trace, and that proper-time quadrature reproduces the vacuum coefficients \(c_1\) and \(c_2\). An explicit Landau-level free energy is compared with \(\mathcal L_1\) and with the lowest-level formula in a strong field. Photon speeds from the linearized field equations, followed by integration of the photon free energy, are compared with \(\mathcal L_2\). For one random background and a pair of waves, the program also asserts that the invariants with extra photon momenta vanish to rounding error. The output shows \(\mathcal L_2/\mathcal L_1\approx1.7\times10^{13}\) at \(T=0.02m\) and a crossover at \(T\approx0.065m\), or about 33 keV.

## Numerical check

```python
"""Thermal Euler-Heisenberg Lagrangian of QED in a constant magnetic field B.
Result under test (hbar = c = k_B = 1, e^2 = 4 pi alpha, electron mass m):
  one loop : L1 = (2 alpha/3 pi) B^2 sum_j (-1)^(j+1) K0(j m/T)
  two loops: L2 = (c1+c2) B^2 rho/3 = (22 pi^2 alpha^2/2025) (T/m)^4 B^2
c1, c2: coefficients of F^2 and G^2 in the vacuum Lagrangian,
F = (B^2-E^2)/2, G = E.B; rho = pi^2 T^4/15: photon energy density.
In the code m = 1, t = T/m, b = eB/m^2. L is minus the free energy density.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import k0, k1, roots_laguerre

alpha = const.fine_structure
e2 = 4 * np.pi * alpha
c1 = 8 * alpha**2 / 45
c2 = 14 * alpha**2 / 45


def one_loop(b, t):
    j = np.arange(1, 60)
    return b**2 / (6 * np.pi**2) * np.sum((-1.0)**(j + 1) * k0(j / t))


def two_loop(B_squared, t, coef_F, coef_G):
    return (coef_F + coef_G) * B_squared * np.pi**2 * t**4 / 45


# Planar heat trace: finite-difference Landau spectrum with both spins
points, half_width, s_test = 1500, 10.0, 0.7
x = np.linspace(-half_width, half_width, points)
dx = x[1] - x[0]
levels = eigh_tridiagonal(2 / dx**2 + x**2, -np.ones(points - 1) / dx**2,
                          eigvals_only=True)
trace_numeric = np.sum(np.exp(-s_test * levels)) * 2 * np.cosh(s_test)
trace_formula = 1 / np.tanh(s_test)
assert abs(trace_numeric / trace_formula - 1) < 1e-3

# Vacuum coefficients: renormalized proper-time integral, Euclidean planes
mp.mp.dps = 30


def vacuum_integral(b1, b2):
    def xcoth(z):
        return z * mp.coth(z) if z != 0 else mp.mpf(1)

    def integrand(s):
        u, v = b1 * s, b2 * s
        bracket = xcoth(u) * xcoth(v) - 1 - (u**2 + v**2) / 3
        return mp.exp(-s) * bracket / s**3
    # the omitted piece below s = 0.01 is a relative 5e-5
    return float(-mp.quad(integrand, [0.01, 1, 5, 20, 80]) / (8 * mp.pi**2))


vacuum_errors = []
for b1, b2 in ((0.02, 0.0), (0.02, 0.02)):
    F_value = (b1**2 + b2**2) / (2 * e2)
    G_squared = -(b1 * b2 / e2)**2       # E^2 = -B2^2 after continuation
    predicted = c1 * F_value**2 + c2 * G_squared
    direct = vacuum_integral(mp.mpf(b1), mp.mpf(b2))
    vacuum_errors.append(abs(direct / predicted - 1))
assert max(vacuum_errors) < 2e-3         # next field order is about 4e-4


# Thermal electron loop: explicit free energy of Landau levels
def landau_lagrangian(b, t, p_max, n_p, x_max):
    p = np.linspace(-p_max, p_max, n_p)
    n = np.arange(int(x_max / (2 * b)) + 1)
    weight = np.where(n == 0, 1.0, 2.0)
    energy = np.sqrt(1 + p[None, :]**2 + 2 * b * n[:, None])
    total = np.sum(weight[:, None] * np.log1p(np.exp(-energy / t)))
    return b * t / (2 * np.pi**2) * total * (p[1] - p[0])


def free_lagrangian(t, p_max, n_p):
    p = np.linspace(-p_max, p_max, n_p)
    u, w = roots_laguerre(40)
    energy = np.sqrt(1 + p[:, None]**2) + t * u[None, :]
    values = 2 * energy * t * np.exp(u) * np.log1p(np.exp(-energy / t))
    return t / (2 * np.pi**2) * np.sum(values * w) * (p[1] - p[0])


t_check, b_check = 0.2, 0.01
landau_shift = (landau_lagrangian(b_check, t_check, 10, 401, 100)
                - free_lagrangian(t_check, 10, 401))
bessel_shift = one_loop(b_check, t_check)
assert abs(landau_shift / bessel_shift - 1) < 2e-3

# Strong field: the thermal electron part still carries exp(-m/T)
strong = landau_lagrangian(1.0, 0.02, 4, 1601, 20)
strong_lowest = 0.02 * k1(50.0) / np.pi**2
assert abs(strong / strong_lowest - 1) < 1e-6

# Photon speeds from the linearized field equations in a magnetic field
fields = sp.symbols('E1:4 B1:4')
Ev, Bv = sp.Matrix(fields[:3]), sp.Matrix(fields[3:])
cF, cG = 0.8e-4, 1.4e-4                  # enlarged couplings for the test
F_sym = (Bv.dot(Bv) - Ev.dot(Ev)) / 2
lagr = -F_sym + cF * F_sym**2 + cG * Ev.dot(Bv)**2
background = dict(zip(fields, (0, 0, 0, 0, 0, 1)))
hessian = np.array(sp.hessian(lagr, fields).subs(background), dtype=float)
P, Q, R = hessian[:3, :3], hessian[3:, 3:], hessian[:3, 3:]
assert np.max(abs(R)) < 1e-14


def photon_speeds(cos_theta):
    kx, kz = np.sqrt(1 - cos_theta**2), cos_theta
    curl = np.array([[0, -kz, 0], [kz, 0, -kx], [0, kx, 0]])
    omega_squared = eigh(-curl.T @ Q @ curl, P, eigvals_only=True)
    return np.sqrt(omega_squared[1:])    # drops the static gauge mode


slow, fast = photon_speeds(0.6)
assert abs((1 - slow) / (cG * 0.64) - 1) < 1e-3
assert abs((1 - fast) / (cF * 0.64) - 1) < 1e-3


def mode_free_energy(speed):             # one polarization, T = 1
    val = quad(lambda k: k**2 * np.log(-np.expm1(-speed * k)), 0, 60,
               epsabs=0, epsrel=1e-11, limit=200)[0]
    return val / (2 * np.pi**2)


cosines, weights = np.polynomial.legendre.leggauss(10)
omega_B = sum(w / 2 * sum(mode_free_energy(v) for v in photon_speeds(c))
              for c, w in zip(cosines, weights))
photon_shift = -(omega_B - 2 * mode_free_energy(1.0))
photon_formula = two_loop(1.0, 1.0, cF, cG)
assert abs(photon_shift / photon_formula - 1) < 2e-3

# Invariants with extra photon momenta vanish for a constant background
rng = np.random.default_rng(4)
eta = np.diag([1.0, -1, -1, -1])
A = rng.normal(size=(4, 4))
F_tensor = A - A.T
direction = rng.normal(size=3)
direction /= np.linalg.norm(direction)
k4 = np.concatenate(([1.0], direction))
pol1 = np.cross(direction, rng.normal(size=3))
pol1 /= np.linalg.norm(pol1)
pol2 = np.cross(direction, pol1) + 0.5 * pol1
waves = []
for pol in (pol1, pol2):
    eps4 = np.concatenate(([0.0], pol))
    waves.append(np.outer(k4, eps4) - np.outer(eps4, k4))
f1, f2 = waves
kF = F_tensor @ eta @ k4
extra = [np.trace(f1 @ eta @ f2 @ eta) * (kF @ eta @ kF),
         kF @ eta @ f1 @ eta @ f2 @ eta @ kF,
         np.max(abs(f1 @ eta @ k4))]
allowed = (np.trace(F_tensor @ eta @ f1 @ eta)
           * np.trace(F_tensor @ eta @ f2 @ eta))
assert max(abs(np.array(extra))) < 1e-11 and abs(allowed) > 1e-3

# Worked example and crossover
t_ex, b_ex = 0.02, 0.001
B2_ex = b_ex**2 / e2
L1, L2 = one_loop(b_ex, t_ex), two_loop(B2_ex, t_ex, c1, c2)
L_vac = c1 * B2_ex**2 / 4
mass_keV = const.m_e * const.c**2 / const.e / 1e3
mass_K = const.m_e * const.c**2 / const.k
B_crit = const.m_e**2 * const.c**2 / (const.e * const.hbar)


def log_ratio(t):
    return np.log(two_loop(1 / e2, t, c1, c2) / one_loop(1.0, t))


t_cross = brentq(log_ratio, 0.03, 0.1)
assert log_ratio(0.9 * t_cross) > 0 > log_ratio(1.1 * t_cross)
assert L2 > L1

print("TESTS (dimensionless unless a unit is given)")
print(f"planar trace, finite differences : {trace_numeric:.5f}")
print(f"planar trace, coth formula       : {trace_formula:.5f}")
print(f"vacuum c1 test, relative error   : {vacuum_errors[0]:.1e}")
print(f"vacuum c1-c2 test, relative error: {vacuum_errors[1]:.1e}")
print(f"one-loop test at T/m = {t_check}, eB/m^2 = {b_check}")
print(f"  Landau-level sum      : {landau_shift:.5e} m^4")
print(f"  Bessel formula        : {bessel_shift:.5e} m^4")
print("strong field eB/m^2 = 1, T/m = 0.02")
print(f"  all Landau levels     : {strong:.5e} m^4")
print(f"  lowest level, K1 form : {strong_lowest:.5e} m^4")
print(f"photon test, c1 B^2 = {cF:.1e}, c2 B^2 = {cG:.1e}")
print(f"  free-energy integral  : {photon_shift:.5e} T^4")
print(f"  two-loop formula      : {photon_formula:.5e} T^4")
print(f"largest extra-k invariant: {max(abs(np.array(extra))):.1e}")
print(f"allowed invariant        : {abs(allowed):.3f}")
print("WORKED EXAMPLE")
print(f"1/alpha                  : {1 / alpha:.3f}")
print(f"c1                       : {c1:.4e} m^-4")
print(f"c2                       : {c2:.4e} m^-4")
print(f"T/m                      : {t_ex}")
print(f"T                        : {t_ex * mass_keV:.3f} keV")
print(f"T                        : {t_ex * mass_K:.3e} K")
print(f"eB/m^2                   : {b_ex}")
print(f"B                        : {b_ex * B_crit:.3e} tesla")
print(f"B^2                      : {B2_ex:.4e} m^4")
print(f"exp(-m/T)                : {np.exp(-1 / t_ex):.3e}")
print(f"(T/m)^4                  : {t_ex**4:.3e}")
print(f"one-loop thermal L1      : {L1:.3e} m^4")
print(f"two-loop thermal L2      : {L2:.3e} m^4")
print(f"L2/L1                    : {L2 / L1:.3e}")
print(f"vacuum quartic term      : {L_vac:.3e} m^4")
print(f"L2/vacuum quartic term   : {L2 / L_vac:.3e}")
print("TABLE: T/m, L1/B^2, L2/B^2, L2/L1")
for t in (0.02, 0.04, 0.06, 0.08, 0.10):
    r1, r2 = one_loop(1.0, t) * e2, two_loop(1.0, t, c1, c2)
    print(f"  {t:.2f}  {r1:.3e}  {r2:.3e}  {r2 / r1:.3e}")
print(f"crossover T/m            : {t_cross:.4f}")
print(f"crossover T              : {t_cross * mass_keV:.2f} keV")
print(f"crossover T              : {t_cross * mass_K:.3e} K")
print("PASS")
```

It prints:

```
TESTS (dimensionless unless a unit is given)
planar trace, finite differences : 1.65466
planar trace, coth formula       : 1.65462
vacuum c1 test, relative error   : 2.8e-04
vacuum c1-c2 test, relative error: 4.3e-04
one-loop test at T/m = 0.2, eB/m^2 = 0.01
  Landau-level sum      : 6.20288e-09 m^4
  Bessel formula        : 6.20325e-09 m^4
strong field eB/m^2 = 1, T/m = 0.02
  all Landau levels     : 6.97921e-26 m^4
  lowest level, K1 form : 6.97921e-26 m^4
photon test, c1 B^2 = 8.0e-05, c2 B^2 = 1.4e-04
  free-energy integral  : 4.82581e-05 T^4
  two-loop formula      : 4.82514e-05 T^4
largest extra-k invariant: 1.1e-15
allowed invariant        : 0.477
WORKED EXAMPLE
1/alpha                  : 137.036
c1                       : 9.4669e-06 m^-4
c2                       : 1.6567e-05 m^-4
T/m                      : 0.02
T                        : 10.220 keV
T                        : 1.186e+08 K
eB/m^2                   : 0.001
B                        : 4.414e+06 tesla
B^2                      : 1.0905e-05 m^4
exp(-m/T)                : 1.929e-22
(T/m)^4                  : 1.600e-07
one-loop thermal L1      : 5.759e-31 m^4
two-loop thermal L2      : 9.963e-18 m^4
L2/L1                    : 1.730e+13
vacuum quartic term      : 2.814e-16 m^4
L2/vacuum quartic term   : 3.540e-02
TABLE: T/m, L1/B^2, L2/B^2, L2/L1
  0.02  5.281e-26  9.136e-13  1.730e+13
  0.04  5.364e-15  1.462e-11  2.725e+03
  0.06  2.727e-11  7.400e-11  2.714e+00
  0.08  2.026e-09  2.339e-10  1.154e-01
  0.10  2.753e-08  5.710e-10  2.074e-02
crossover T/m            : 0.0650
crossover T              : 33.21 keV
crossover T              : 3.853e+08 K
PASS
```
